Photodetection rates from dressed Rabi states in Coulomb and dipole gauges

**Setting**

Hartree atomic units are used (ħ = 1, Gaussian fields, c absorbed in the vector potential so that E = −∂A/∂t). One lossless cavity mode of frequency ω and volume 𝒱 has, at the emitter, A = A₀X, with X = a + a† and A₀² = 2π/(ω𝒱). The emitter is a charge q with Hamiltonian H_m = p²/2m + v(x), v even, small enough that A is uniform over it. Its two lowest states |g⟩ and |e⟩ are split by ω₀, and ⟨e|x|g⟩ = x₀₁ is real. The Pauli matrices act on (|e⟩, |g⟩), so σz|e⟩ = |e⟩, and η = qA₀x₀₁. The zero-point energy ω/2 is dropped. Eigenstates of the coupled system are |j⟩ with energies E_j, and Ω = E_j − E_k > 0 for a transition j → k. Fields are measured in units of ωA₀. The numbers quoted are those of the numerical output that follows the text.

**Part (a).** Write minimal coupling as a unitary transformation of H_m. Truncate to two levels by projecting x inside that transformation, and derive the Coulomb-gauge Hamiltonian H_C and the dipole-gauge Hamiltonian H_D.

*Answer.* Let U = exp(iqxA). A commutes with x and p, so the commutator series gives

UpU† = p + iqA[x, p] = p − qA,

and stops there, because [x, p] = i commutes with x. Since U commutes with v(x), the minimal-coupling Hamiltonian is H_C = UH_mU† + ωa†a.

In the two-level space H_m → (ω₀/2)σz. The diagonal elements of x vanish because v is even, so x → x₀₁σx and U → exp(iθσx) with θ = ηX. This U is still unitary, which is the purpose of truncating inside the exponent. As σx anticommutes with σz, σz exp(−iθσx) = exp(iθσx)σz, and with σxσz = −iσy,

UσzU† = exp(2iθσx)σz = (cos 2θ + iσx sin 2θ)σz = σz cos 2θ + σy sin 2θ.

H_C = ωa†a + (ω₀/2)[σz cos 2ηX + σy sin 2ηX]   (1)

The dipole gauge is defined by H_D = U†H_CU and |j_D⟩ = U†|j_C⟩. The matter term returns to (ω₀/2)σz. For the mode, [X, a] = [a†, a] = −1, so

U†aU = a − iησx[X, a] = a + iησx,   (2)

and the higher commutators vanish because σx commutes with σxX. Then ω(a† − iησx)(a + iησx) is multiplied out with σx² = 1:

H_D = (ω₀/2)σz + ωa†a + iωησx(a† − a) + ωη².   (3)

This is the quantum Rabi Hamiltonian with coupling g = ωη. Equations (1) and (3) are unitarily equivalent and share one spectrum.

**Part (b).** Find the electric-field operator ℰ in each gauge and identify its pieces. Decide whether R_kj = |⟨k|ℰ|j⟩|² depends on the gauge. State the selection rule, and say what a detector registers in the dressed ground state.

*Answer.* In the Coulomb gauge the transverse field is E = −dA/dt = −i[H_C, A]. The matter term of (1) is a function of X and commutes with it. With [a†a, a†] = a† and [a†a, a] = −a,

[H_C, X] = ω(a† − a),   E = −iωA₀(a† − a),   ℰ_C = i(a − a†).   (4)

An observable transforms with the states. By (2),

ℰ_D = U†ℰ_CU = i(a + iησx − a† + iησx) = i(a − a†) − 2ησx.   (5)

In physical units the last term is 2ωA₀η σx = 2ωA₀²qx₀₁σx = 4πqx₀₁σx/𝒱, which is 4π times the dipole moment per mode volume. Equation (5) reads E = D − 4πP for this mode. In the dipole gauge the operator i(a − a†) is therefore the displacement field, written 𝒟 below, and R_naive = |⟨k_D|𝒟|j_D⟩|² denotes the rate obtained by taking it for the electric field.

The correct element is the same in both gauges:

⟨k_D|ℰ_D|j_D⟩ = ⟨k_C|U U†ℰ_CU U†|j_C⟩ = ⟨k_C|ℰ_C|j_C⟩.

A second form follows because U commutes with X, so that ℰ = −i[H, X]/ω holds in either gauge. Between eigenstates ⟨k|[H, X]|j⟩ = −Ω⟨k|X|j⟩, hence

R_kj = (Ω/ω)²|⟨k|X|j⟩|².   (6)

The parity Π = −σz(−1)^(a†a) reverses the signs of a, a†, σx and σy. Each term of (1) and (3) contains an even number of these, so Π is conserved, while ℰ, 𝒟 and X are odd. Transitions connect states of opposite parity.

A detector in its ground state takes energy from the system, so it responds to ℰ⁺ = Σ|k⟩⟨k|ℰ|j⟩⟨j|, summed over E_k < E_j. This operator annihilates the dressed ground state, which gives no counts. The photon number ⟨a†a⟩ is no measure of counts: at ω₀ = ω and η = 0.5 it is 0.0505 in the Coulomb ground state and 0.0846 in the dipole ground state. The transformed operator (a† − iησx)(a + iησx) restores 0.0505 in the dipole gauge.

**Part (c).** Model the detector as a second two-level system (Pauli matrices s, splitting ω_s, coupling η_s ≪ 1 to the same mode) whose upper level empties into the counting circuit at rate Γ. There is no electrostatic emitter–sensor interaction. Find the operator to which the sensor couples in each gauge, and the count rate W for ω_s = Ω.

*Answer.* Now U = exp(iBX) with B = ησx + η_s s_x. The two factors commute and act on different particles, so the Coulomb Hamiltonian gains (ω_s/2)[s_z cos 2η_sX + s_y sin 2η_sX]. To first order in η_s the coupling is ω_sη_s s_yX. Its element between |j, g_s⟩ and |k, e_s⟩ has modulus ω_sη_s|⟨k|X|j⟩|. At ω_s = Ω, (6) turns this into

|M| = ωη_s√R_kj.   (7)

In the dipole gauge (2) becomes U†aU = a + iB, and

ω(a† − iB)(a + iB) = ωa†a + iωB(a† − a) + ωB²,
B² = η² + η_s² + 2ηη_sσx s_x.

The terms linear in η_s are

ωη_s s_x[i(a† − a) + 2ησx] = −ωη_s s_xℰ_D.   (8)

The sensor couples as −(dipole)×(electric field), and the element is again (7). The piece −2ησx of (5) comes from the cross term 2ωηη_sσx s_x of the dipole self-energy ωB². For one two-level dipole the self-energy is the constant ωη², which can be dropped (for an untruncated emitter it is the operator ωq²A₀²x² and must be kept). For two dipoles it contains an operator, and deleting that operator replaces ℰ_D by 𝒟 and R by R_naive.

At resonance |j, g_s⟩ and |k, e_s⟩ are degenerate. If Γ is far below the detuning of every other channel, these two states suffice. Removal of the excited sensor is described by an energy −iΓ/2, and the eigenvalues λ of the matrix with rows (0, M*) and (M, −iΓ/2) obey

λ² + iΓλ/2 − |M|² = 0.

Put λ = −iW/2, so that the population of the eigenstate falls as exp(−Wt). Then −W²/4 + ΓW/4 − |M|² = 0, or W = 4|M|²/Γ + W²/Γ. For |M| ≪ Γ the small root is

W = 4ω²η_s²R_kj/Γ,   (9)

with a relative correction +W/Γ. For |M| > Γ/4 the roots W are complex: the sensor exchanges energy coherently with the system, and no single rate describes the decay.

Away from resonance the two couplings differ: a channel of frequency Ω′ has element ω_sη_s|⟨X⟩| in the Coulomb gauge and |Ω′|η_s|⟨X⟩| in the dipole gauge. A constant damping −iΓ/2 gives such a channel, at detuning Δ, a weight Γ/Δ² against 4/Γ for the resonant one. These tails enter at relative order (Γ/2Δ)², times a ratio of squared elements, and depend on the gauge in which the constant damping is postulated. They include channels with E_k > E_j, so in this sensor model even the dressed ground state acquires a small decay rate, Γ|M|²/Δ² per channel with Δ = ω_s + E_k − E₀. This comes from the frequency-independent damping and is absent for the ideal detector of part (b).

**Part (d).** Find R_naive/R for an arbitrary transition at arbitrary η. Express both rates through s = ⟨k_D|σx|j_D⟩. State what the result rests on.

*Answer.* Put a = ib and a† = −ib†, which preserves [b, b†] = 1, and let Q = b + b†. Then a† − a = −iQ, so

H_D = (ω₀/2)σz + ωb†b + ωησxQ + ωη²,
𝒟 = −Q,   ℰ_D = −(Q + 2ησx),   X = i(b − b†).

The coupling and the emitter term commute with Q, so [H_D, Q] = ω(b† − b) = iωX. Between eigenstates the left side is −Ω⟨Q⟩, which gives |⟨X⟩| = (Ω/ω)|⟨Q⟩|. Inserted in (6), this yields R = (Ω/ω)⁴|⟨Q⟩|², and |⟨Q⟩|² is R_naive:

R_naive = (ω/Ω)⁴R.   (10)

No expansion in η was made. The commutator is the Ampère–Maxwell law of one mode: d𝒟/dt = −i[H_D, Q] = ωX, or dD/dt = ω²A in physical units. Together with E = −dA/dt it gives |D| = (ω²/Ω)|A| and |E| = Ω|A| for a component oscillating at Ω. The amplitude ratio is (ω/Ω)², and D equals E in modulus when the transition lies at the bare mode frequency. The untransformed operator overestimates lines below ω and underestimates lines above it.

For the closed forms, [Q, b] = −1 and [Q, b†] = 1 give

[H_D, b] = −ωb − ωησx,   [H_D, b†] = ωb† + ωησx.

Taking elements, −Ω⟨b⟩ = −ω⟨b⟩ − ωηs and −Ω⟨b†⟩ = ω⟨b†⟩ + ωηs, so for Ω ≠ ω

⟨b⟩ = ωηs/(Ω − ω),   ⟨b†⟩ = −ωηs/(Ω + ω),
⟨Q⟩ = ωηs[(Ω + ω) − (Ω − ω)]/(Ω² − ω²) = 2ηω²s/(Ω² − ω²),
⟨Q + 2ησx⟩ = 2ηs[ω² + Ω² − ω²]/(Ω² − ω²) = 2ηΩ²s/(Ω² − ω²).

R = 4η²Ω⁴|s|²/(Ω² − ω²)²,   R_naive = 4η²ω⁴|s|²/(Ω² − ω²)².   (11)

If Ω = ω and η ≠ 0, the first element equation forces s = 0. The two operators then have the same element, in accord with (10).

The derivation used a harmonic mode, a coupling linear in Q, and matter terms that commute with b. No property of σx or of (ω₀/2)σz entered. With ησx replaced by qA₀x and the full H_m, (10) holds for the untruncated emitter. It fails if the counter-rotating terms are dropped, since the coupling σ₊b + σ₋b† does not commute with Q, and it needs restating for a lossy mode, whose levels have widths. In a numerical test on five sets of (ω₀/ω, η), with (1) and (3) diagonalised separately and the five lowest levels of each parity compared, the largest |R_C − R_D| is 1.1×10⁻¹³ and the largest |R_naive(Ω/ω)⁴ − R_C| is 8.7×10⁻¹³.

**Part (e).** Derive a sum rule for the rates R_0j of all transitions to the ground state, and the rule that the naive rates obey.

*Answer.* For a Hermitian O, [O, [H, O]] = 2OHO − O²H − HO². In the ground state, with a complete set inserted,

⟨0|[O, [H, O]]|0⟩ = 2Σ_j Ω_j|⟨0|O|j⟩|²,   Ω_j = E_j − E₀.

For O = X, (4) gives [X, ω(a† − a)] = ω([a, a†] − [a†, a]) = 2ω, so Σ Ω_j|⟨0|X|j⟩|² = ω. With |⟨X⟩|² = Rω²/Ω² from (6),

Σ_j R_0j ω/Ω_j = 1.   (12)

For O = Q, [b + b†, ω(b† − b)] = ω(1 + 1) = 2ω, so

Σ_j R_naive,0j Ω_j/ω = 1.   (13)

The frequency weight is inverted. Both rules hold for any η, and both pass the numerical test. At ω₀ = ω, η = 0.5 the naive rates inserted in (12) give 2.493 in place of 1, so at this coupling (12) exposes the wrong operator without a calculation in the other gauge. The test weakens at small η. With y_j = Ω_j/ω and w_j = R_0j/y_j, (12) reads Σw_j = 1, (13) reads Σw_jy_j⁻² = 1, and the naive sum is Σw_jy_j⁻⁴. Its excess over 1 is therefore Σw_j(y_j⁻² − 1)², which by (11) equals 4η²Σ|s_j|²ω/Ω_j. For ω₀ = ω/2 and η = 0.01 this is only 8×10⁻⁴, although the emitter line is wrong by a factor near 16.

**Part (f).** Obtain both rates for η ≪ 1, first for the two polaritons at ω₀ = ω to first order in η, then for the emitter-like line with g ≪ |ω₀ − ω|. Does the error vanish at weak coupling?

*Answer, resonance.* Write the coupling as g(σ₊b + σ₋b†) + g(σ₊b† + σ₋b), with states |g n⟩ and |e n⟩ in the b basis. The first bracket couples the degenerate pair |g1⟩, |e0⟩ with element g. The second, counter-rotating bracket acts in two ways.

It mixes |e1⟩ into the ground state across the gap 2ω:

|0⟩ = |g0⟩ − (g/2ω)|e1⟩ = |g0⟩ − (η/2)|e1⟩.

It also couples |g1⟩ to |e2⟩ with element √2g across the gap 2ω, shifting |g1⟩ by −2g²/2ω = −ηg, while it annihilates |e0⟩. This Bloch–Siegert shift is second order in η, but it acts inside a doublet split by 2g, so it changes the eigenvectors at first order. The matrix in the basis (|g1⟩, |e0⟩) has rows (−ηg, g) and (g, 0), with eigenvalues λ± = −ηg/2 ± g to this order. Its first row gives

c_e/c_g = (λ± + ηg)/g = ±(1 ± η/2).

Normalisation gives c_g² = 1/[1 + (1 ± η/2)²] ≈ 1/(2 ± η), so

c_g = (1 ∓ η/4)/√2,   c_e = ±(1 ± η/4)/√2.

The elements to first order are ⟨0|b|±⟩ = c_g, since the path |e2⟩ → |e1⟩ is a product of two first-order amplitudes; ⟨0|b†|±⟩ = −(η/2)c_e = ∓η/(2√2); and 2η⟨0|σx|±⟩ = 2ηc_e = ±2η/√2. Therefore

⟨Q⟩ = (1 ∓ η/4 ∓ η/2)/√2 = (1 ∓ 3η/4)/√2,
⟨Q + 2ησx⟩ = (1 ∓ 3η/4 ± 2η)/√2 = (1 ± 5η/4)/√2,

R± = ½(1 ± 5η/2),   R_naive,± = ½(1 ∓ 3η/2).   (14)

The ratio is 1 ∓ 4η, which is (10) with Ω± = ω(1 ± η). Rule (12) is met at this order: ½(1 + 3η/2) + ½(1 − 3η/2) = 1. At η = 0.001 the computed (2R − 1)/η is −2.498 (lower) and 2.501 (upper), and the naive values are 1.502 and −1.499; the departures from ∓5/2 and ±3/2 have the size of the next order in η. At resonance the error vanishes linearly with η, but the sign of the asymmetry is wrong at leading order: the upper polariton is the brighter, and 𝒟 makes it the dimmer.

*Answer, detuned emitter.* As η → 0 the states tend to |e0⟩ and |g0⟩, so Ω → ω₀ and |s| → 1 in (11):

R → 4η²ω₀⁴/(ω₀² − ω²)²,   R_naive/R → (ω/ω₀)⁴.   (15)

This is the limit η → 0 at fixed ω₀. At finite η it fails in narrow windows where |e0⟩ meets a multi-photon state of the same parity, first |g3⟩ near ω₀ ≈ 3ω; there the line splits and |s|² falls towards ½, while (10) and (11) remain exact. Both rates vanish as η², so the absolute error vanishes, while the error relative to R tends to a constant. The line is seen through a photon admixture of order η, and the omitted term 2ησx is of that same order. For ω₀ = ω/2 and η = 0.001, (15) gives 4×10⁻⁶ × 0.0625/0.5625 = 4.4444×10⁻⁷, the computed value to the digits printed, and the computed ratio is 16.0002 against 2⁴ = 16. For ω₀ ≪ ω the mode follows the dipole, ⟨Q⟩ → −2ηs, so that D ≈ 4πP and E is the small remainder.

**Part (g).** At a sensor far from the emitter P = 0, so D = E there. Reconcile this with part (d), using a second mode with ω₂ = rω, η₂ = η/√r and η_s2 = −η_s/√r, r ≫ 1.

*Answer.* The statement P = 0 concerns the sum over all modes. At the sensor P_T + P_L = 0. Since D is transverse, E_L = −4πP_L, so 4πP_T = E_L. Outside the electrostatic near field E_L is negligible, and the mode components of P_T cancel at the sensor although each is nonzero. One mode cannot represent this cancellation.

With several modes each contributes ω_μ(a_μ† − iB_μ)(a_μ + iB_μ), and the cross term is 2σx s_xΣ ω_μη_μη_sμ. For the values given, ω₂η₂η_s2 = −rωηη_s/r = −ωηη_s, so the cross terms cancel. The sensor couples to −ωη_s s_x(𝒟₁ − √r 𝒟₂), because ω₂η_s2/(ωη_s) = −√r. This combination is the total displacement field D₁ + D₂ at the sensor.

The commutators of part (d) hold for b₂ with ω₂ and η₂, as the other mode commutes with b₂. Hence

⟨𝒟₂⟩ = −2η₂ω₂²s/(Ω² − ω₂²) = 2η₂s/(1 − Ω²/ω₂²),
−√r⟨𝒟₂⟩ = −2ηs[1 + O(1/r²)].

The fast mode follows the dipole and supplies the term −2ησx of (5). The total D at the sensor has the element of the single-mode ℰ_D. The error in R_naive is therefore that of keeping D of one mode and discarding the response of the others.

The fast mode also dresses the emitter. Undoing its displacement turns σz into σz cos 2η₂X₂ + σy sin 2η₂X₂. In the vacuum X₂ is Gaussian with ⟨X₂²⟩ = 1, so the cosine averages to exp(−2η₂²), and ω₀ drops by the fraction 2η²/r. The sine term acts in second order, (ω₀η₂)²/ω₂, of order 1/r². The leading deviation from the single-mode rate is O(1/r). At ω₀ = ω, η = 0.5 the lower-polariton rate is 0.07737, 0.08107 and 0.08198 for r = 25, 100 and 400, below the single-mode 0.08228 by 5.97×10⁻², 1.47×10⁻² and 3.67×10⁻³ relative to it. The last two differ by a factor 4.0, the tested 1/r law. The upper rate, 1.21237, 1.20832 and 1.20802, approaches 1.20799 faster than 1/r over this range. If other modes lie near Ω, or the sensor sits in the near field, the single-mode ℰ is not what it measures.

**Part (h).** Take the model parameters ω = ω₀ = 0.05 E_h (1.36 eV), η = 0.5, η_s = 10⁻⁴, Γ = 5×10⁻⁴ E_h. From the levels and |s|² evaluate the rates and count rates, and compare. Then assess the two-level truncation.

*Answer.* The ground state is even, at −0.019165 E_h including ωη². The odd levels lie 0.025664 (lower polariton), 0.072930 (upper polariton) and 0.111017 E_h above it, and the first even excited level lies at 0.066434 E_h. Expansion (14) is out of range, since it would give R₋ < 0. Equation (11) applies, with 4η² = 1 and y = Ω/ω, as R_naive = |s|²/(y² − 1)² and R = y⁴R_naive.

Lower → ground: y = 0.51327, |s|² = 0.64315. Then y² = 0.26345, y⁴ = 0.069404, (y² − 1)² = 0.54251.
R_naive = 0.64315/0.54251 = 1.1855,   R = 0.069404 × 1.1855 = 0.08228,   ratio 14.41.

Upper → ground: y = 1.45860, |s|² = 0.33928. Then y² = 2.12751, y⁴ = 4.5263, (y² − 1)² = 1.27129.
R_naive = 0.33928/1.27129 = 0.2669,   R = 4.5263 × 0.2669 = 1.208,   ratio 0.2209.

First even → lower: y = 0.81542, |s|² = 0.21819. Then y² = 0.66491, y⁴ = 0.44211, (y² − 1)² = 0.11229.
R_naive = 0.21819/0.11229 = 1.943,   R = 0.44211 × 1.943 = 0.859,   ratio 2.262.

Separate diagonalisation of (1) and (3) gives R_C = R_D = 0.082279, 1.207989 and 0.859063. For equal populations, and sensors of equal η_s and Γ each tuned to its line, the upper line is 14.68 times as bright as the lower, whereas 𝒟 gives 0.2251, too small by the factor 14.41/0.2209 = 65. In (12) the two polaritons contribute 0.082279/0.51327 + 1.207989/1.45860 = 0.1603 + 0.8282 = 0.9885, and higher odd levels supply the remaining 1.2%. The first even level lies below the upper polariton, which opens a line at 0.072930 − 0.066434 = 0.0065 E_h; by (10) 𝒟 overstates it about 3.5×10³ times.

The prefactor of (9) is 4(0.05 × 10⁻⁴)²/(5×10⁻⁴) = 2×10⁻⁷ a.u. The largest coupling is |M| = 5×10⁻⁶ × √1.208 = 5.5×10⁻⁶ E_h, about Γ/90. Since ω_s = E_j − E₀, a channel |j, g_s⟩ → |k, e_s⟩ with k other than the ground state is detuned by E_k − E₀. As j is odd, parity requires k to be even, so this detuning is at least 0.0664 E_h, or about 130Γ. Both conditions hold.

Lower line: W = 2×10⁻⁷ × 0.082279 = 1.6456×10⁻⁸ a.u. = 6.80×10⁸ s⁻¹; naive 2.3710×10⁻⁷ a.u. = 9.80×10⁹ s⁻¹.

Upper line: W = 2×10⁻⁷ × 1.207989 = 2.4160×10⁻⁷ a.u. = 9.99×10⁹ s⁻¹; naive 5.3376×10⁻⁸ a.u. = 2.21×10⁹ s⁻¹.

These are tested against −2 Im λ of the full emitter–mode–sensor Hamiltonian with damping, with no expansion in η_s. The lower line gives 1.6457×10⁻⁸ (Coulomb) and 1.6459×10⁻⁸ a.u. (dipole), and the upper line 2.4172×10⁻⁷ a.u. in both. Deleting the cross term of (8) gives 2.3722×10⁻⁷ and 5.3385×10⁻⁸ a.u., the naive rates. On the upper line the excess over (9) is 5×10⁻⁴ relative to W, matching the correction W/Γ = 2.416×10⁻⁷/(5×10⁻⁴) = 4.8×10⁻⁴. On the lower line W/Γ is 3×10⁻⁵, and the two gauges differ by about 10⁻⁴ relative to W. The off-resonant tails of part (c) account for this. The nearest other channel, from the lower polariton to the first even level, has Δ = 0.066434 E_h, so (Γ/2Δ)² = 1.42×10⁻⁵. Multiplied by 0.859063/0.082279 = 10.44 this gives 1.5×10⁻⁴ in the dipole gauge. The squared Coulomb element is smaller by (0.51327/0.81542)² = 0.396, which gives 0.6×10⁻⁴.

For the truncation, take a unit-mass particle in v = V₀(x²/b² − 1)² with V₀ = 3 E_h and b = 2 bohr (b here is a length). It has ω₀ = 0.020821 E_h, the next level at 1.7195 E_h, and |x₀₁| = 1.81104 bohr. With ω = ω₀ and qA₀ = 0.27608, η = 0.27608 × 1.81104 = 0.500. The Coulomb calculation uses (p − qA)²/2 and the dipole calculation the full x and x², both in a large finite basis of matter states. They give R_C = R_D = 0.084394 for the lower line (y = 0.51636) and 1.206666 for the upper (y = 1.46378). The naive lower rate is 1.187178, and 1.187178/0.084394 = 14.07 = 0.51636⁻⁴, so (10) holds without the two-level step. The rates depend on ω₀/ω and η alone in the two-level model, and its values deviate from the double-well ones by −2.51% (lower) and +0.11% (upper). For these two lines of a strongly anharmonic emitter the truncation costs about 2.5% or less, against factors of 14 and 0.22 for the untransformed operator. The double well is itself a model: it omits cavity loss, other modes, the longitudinal emitter–sensor coupling and multipoles beyond the dipole. The coupling is also extreme for a single charge. With |q| = 1, A₀² = 2π/(ω𝒱) gives 𝒱 = 2π/(0.020821 × 0.27608²) ≈ 3960 bohr³ ≈ 0.6 nm³, a side of about 16 bohr against a well separation of 4 bohr, and some 10⁻⁹ or less of (λ/2)³. At that size a uniform A over the emitter is a marginal assumption, and a lossless transverse mode is not a description of a real cavity. The numbers of this part illustrate the gauge question and do not predict rates for a device.

Computed values

```
five (w0,eta) cases: max|R_C-R_D| = 1.1e-13, max|R_naive (Om/wc)^4-R_C| = 8.7e-13
resonance eta=0.001: (2R-1)/eta lower -2.498, upper 2.501
   naive (2R-1)/eta lower 1.502, upper -1.499
dispersive w0=wc/2: R = 4.4444e-07, limit 4.4444e-07, naive/R = 16.0002
example: wc = w0 = 0.05 Eh (1.3606 eV), eta = 0.5, eta_s = 0.0001, Gamma = 0.0005 Eh
ground energy = -0.019165 Eh
even levels above ground (Eh): [0.066434 0.128442]
odd levels above ground (Eh):  [0.025664 0.07293  0.111017]
lower->ground: Om = 0.025664 Eh, Om/wc = 0.51327, |s|^2 = 0.64315
   R_C = 0.082279, R_D = 0.082279, R_naive = 1.185509
   R_naive/R_C = 14.40838, (wc/Om)^4 = 14.40838
upper->ground: Om = 0.072930 Eh, Om/wc = 1.45860, |s|^2 = 0.33928
   R_C = 1.207989, R_D = 1.207989, R_naive = 0.266882
   R_naive/R_C = 0.22093, (wc/Om)^4 = 0.22093
even1->lower: Om = 0.040771 Eh, Om/wc = 0.81542, |s|^2 = 0.21819
   R_C = 0.859063, R_D = 0.859063, R_naive = 1.943144
   R_naive/R_C = 2.26193, (wc/Om)^4 = 2.26193
upper/lower brightness: correct 14.6816, naive 0.2251
sum R wc/Om: correct 1.00000000, naive 2.49313
sum R_naive Om/wc = 1.00000000
ground <a^dag a>: Coulomb 0.050526, dipole transformed 0.050526, untransformed 0.084639
sensor on lower: W formula 1.6456e-08, eigenvalue C 1.6457e-08, D 1.6459e-08 a.u.
   naive formula 2.3710e-07, cross term dropped 2.3722e-07 a.u.
   W = 6.8031e+08 1/s, naive 9.8021e+09 1/s
sensor on upper: W formula 2.4160e-07, eigenvalue C 2.4172e-07, D 2.4172e-07 a.u.
   naive formula 5.3376e-08, cross term dropped 5.3385e-08 a.u.
   W = 9.9880e+09 1/s, naive 2.2067e+09 1/s
two modes r=25: R(D1+D2) lower 0.07737, upper 1.21237, lower rel.err 5.97e-02
two modes r=100: R(D1+D2) lower 0.08107, upper 1.20832, lower rel.err 1.47e-02
two modes r=400: R(D1+D2) lower 0.08198, upper 1.20802, lower rel.err 3.67e-03
double well V0=3.0 Eh, b=2.0 bohr: w0 = 0.020821 Eh, next level 1.7195 Eh
   |x01| = 1.81104 bohr, q*A0 = 0.27608 a.u.
   lower: Om/wc 0.51636, R_C 0.084394, R_D 0.084394, naive 1.187178
   lower: two-level R deviates by -2.51 percent
   upper: Om/wc 1.46378, R_C 1.206666, R_D 1.206666, naive 0.262837
   upper: two-level R deviates by 0.11 percent
```
